# Is L2-L3M45 Coster-Kronig decay open in copper and germanium?

## Setting

A hole in the L2 level ($2p_{1/2}$) may move to L3 ($2p_{3/2}$) while an M45 electron ($3d$) is lifted into an empty state. The question is whether energy conservation allows this in metallic copper and in germanium.

Represent a site of the solid by a neutral atom whose valence shell contains the screening electrons. Let $v_0$, $v_1$, $v_2$ be the valence configurations with zero, one and two screening electrons:

- Cu: $4s^1$, $4s^2$, $4s^24p^1$;
- Ge: $4s^24p^2$, $4s^24p^3$, $4s^24p^4$.

Energies come from relaxed Dirac-Kohn-Sham atoms in the local density approximation (LDA), spherically averaged and without spin polarization. The nucleus is a point; Breit and QED corrections are omitted. Equations are in atomic units. Level energies are in eV, with two decimals so that subtractions can be followed; the model is not that accurate.

## Part (a): the energy condition

**Question.** Derive the condition for the decay in terms of total energies of screened sites. Write it as a comparison between the L2-L3 splitting and the cost of a $3d$ hole. Why does no vacuum level appear?

**Answer.** Define three energies of neutral sites:

$$E_A=E[2p_{1/2}^{-1},\,3d^{10},\,v_1],\qquad E_B=E[2p_{3/2}^{-1},\,3d^{10},\,v_1],$$
$$E_C=E[2p_{3/2}^{-1},\,3d^{9},\,v_2].$$

One hole needs one screening electron for neutrality, two holes need two. All three sites therefore hold $Z$ electrons.

In the metal, let $\mu$ be the energy of the lowest empty level. The decay ejects an electron at $\mu+K$, with $K\ge 0$ because the states below are filled. The site, now short of one electron, takes a screening electron from the surrounding solid at energy $\mu$. Energy conservation reads

$$E_A=E_C-\mu+(\mu+K)\quad\Longrightarrow\quad K=E_A-E_C .$$

The level $\mu$ cancels, since one electron leaves the reservoir and one enters it. The vacuum level plays no part because the electron need not leave the solid.

At threshold, $K=0$, no electron is left over: the lifted electron can itself be regarded as the screening electron. This reading also serves for germanium, provided the small gap and incomplete screening are neglected. The condition is

$$G\equiv E_A-E_C>0 .$$

Adding and subtracting $E_B$ gives

$$G=(E_A-E_B)-(E_C-E_B)=\Delta-B^* .$$

Here $\Delta$ is the L2-L3 splitting and $B^*$ is the cost of moving a $3d$ electron to the screening level when an L3 hole is already present. The star matters: $B^*$ is not the $3d$ energy of an atom with a full core.

## Part (b): the Z+1 estimate

**Question.** Justify replacing $B^*$ by a $3d$ energy of the next element, and find the sign of the error in the potential if all other electrons are held fixed. Apply the rule with $\Delta=21.15$ eV for Cu and $32.77$ eV for Ge. The $3d$ energies of the next elements, with valence change $v_1\to v_2$, are $12.37$ eV for Zn and $40.21$ eV for As.

**Answer.** Let $\rho_h(r)$ be the radial density of the missing $2p$ electron, with $\int_0^\infty\rho_h\,dr=1$. Removing this electron takes away its repulsion, so the potential energy of another electron changes by

$$\delta V_{\rm hole}(r)=-\int_0^\infty\frac{\rho_h(r')}{\max(r,r')}\,dr' .$$

Adding a proton to the nucleus instead gives $\delta V_{Z+1}(r)=-1/r$. Write $1/r$ as $\int\rho_h(r')\,dr'/r$ and subtract. The region $r'<r$ cancels, which leaves

$$\delta V_{Z+1}-\delta V_{\rm hole}=-\int_r^\infty\rho_h(r')\left(\frac1r-\frac1{r'}\right)dr'\le 0 .$$

Outside the $2p$ shell the difference vanishes: the L3 hole acts like one extra nuclear charge. Inside, the extra proton attracts more strongly. With the other electrons fixed, the $3d$ level would therefore be too deep in the Z+1 atom. This does not settle the sign of the full error, because the other electrons respond differently in the two atoms.

The rule is

$$B^*\approx B_{Z+1}=E[Z+1;3d^9,v_2]-E[Z+1;3d^{10},v_1],$$

and it gives

$$G_{Z+1}({\rm Cu})=21.15-12.37=8.78\ {\rm eV},$$
$$G_{Z+1}({\rm Ge})=32.77-40.21=-7.44\ {\rm eV}.$$

The channel is open in copper and closed in germanium at this level. The splitting is larger in germanium, but the $3d$ energy has grown by much more.

## Part (c): the two-hole calculation

**Question.** The total energies of the screened sites, in hartree, are

| | $E_A$ | $E_B$ | $E_C$ |
|---|---:|---:|---:|
| Cu | −1617.43393 | −1618.21116 | −1617.72016 |
| Ge | −2050.21447 | −2051.41887 | −2049.87384 |

Find $G$ without the Z+1 rule. Then derive relations that connect the error of the rule to orbital energies, and use them to explain its sign.

**Answer.** Direct subtraction gives

$$G({\rm Cu})=-1617.43393+1617.72016=0.28623\ \text{hartree}=7.79\ {\rm eV},$$
$$G({\rm Ge})=-2050.21447+2049.87384=-0.34063\ \text{hartree}=-9.27\ {\rm eV}.$$

The absolute energies in the table carry a basis-set error of about $0.002$ hartree for Cu and $0.003$ hartree for Ge. It is common to the three sites of each element, so the differences are stable to about $0.01$ eV. The verdict is unchanged. The differences $E_C-E_B$ are $B^*=13.36$ eV for Cu and $42.04$ eV for Ge. The Z+1 rule is thus too low by $0.99$ and $1.83$ eV, opposite to the fixed-electron argument.

First connect $B^*$ to orbital energies. For occupations $f_i$, the Kohn-Sham energy is

$$E=\sum_i f_i\langle i|T+v_{\rm ext}|i\rangle+E_H[n]+E_{xc}[n],\qquad n=\sum_i f_i|\phi_i|^2,$$

where $T$ includes the Dirac kinetic and rest-energy terms, with the rest energy subtracted. Changing $f_i$ at fixed orbitals gives $\langle i|T+v_{\rm ext}+v_H+v_{xc}|i\rangle=\varepsilon_i$. The accompanying change of the orbitals contributes

$$\sum_j f_j\left(\langle\delta j|h|j\rangle+\langle j|h|\delta j\rangle\right)=\sum_j f_j\varepsilon_j\,\delta\langle j|j\rangle=0,$$

because the orbitals stay normalized. Hence $\partial E/\partial f_i=\varepsilon_i$, which is Janak's relation. Moving a fraction $\lambda$ of an electron from $3d$ to $4p$ then gives

$$B^*=\int_0^1\left[\varepsilon_{4p}(\lambda)-\varepsilon_{3d}(\lambda)\right]d\lambda .$$

A two-point Gauss evaluation reproduces $13.36$ and $42.04$ eV. The same relation holds for the Z+1 atom. Estimating both integrals by their midpoints, $\lambda=\tfrac12$, gives

$$B^*-B_{Z+1}\approx\delta\varepsilon_{3d}-\delta\varepsilon_{4p},\qquad \delta\varepsilon=\varepsilon(Z+1)-\varepsilon(\text{L3-hole atom}).$$

For Cu the $3d_{5/2}$ and $4p$ shifts give $1.01-0.02=0.99$ eV; for Ge they give $1.83+0.01=1.84$ eV. The error therefore lies in the $3d$ level, which is higher in the Z+1 atom.

To see why, let $a$ be the $3d_{5/2}$ orbital of the L3-hole atom and $b$ that of the Z+1 atom:

$$h_a|a\rangle=\varepsilon_a|a\rangle,\qquad h_b|b\rangle=\varepsilon_b|b\rangle .$$

Take $\langle a|h_b-h_a|b\rangle$. Letting $h_b$ act to the right and the Hermitian $h_a$ to the left gives $(\varepsilon_b-\varepsilon_a)\langle a|b\rangle$. The kinetic operators are identical and cancel, so

$$\varepsilon_b-\varepsilon_a=\frac{\langle a|V_b-V_a|b\rangle}{\langle a|b\rangle}.$$

This is not a perturbation expansion. Since $V_b-V_a$ is a sum, the shift can be split into parts, in eV:

| Part | Cu | Ge |
|---|---:|---:|
| penetration of the $2p$ shell | −0.69 | −0.99 |
| rearrangement of $n=1,2$ | 0.44 | 0.57 |
| rearrangement of $3s,3p$ | 2.37 | 2.64 |
| rearrangement of $3d,4s,4p$ | −0.91 | −0.07 |
| exchange-correlation | −0.20 | −0.32 |
| sum | 1.01 | 1.83 |

The penetration part is negative, as part (b) predicts. The largest part comes from $3s$ and $3p$. Both atoms have eight electrons there, so a larger repulsion means a larger mean value of $1/\max(r,r')$ between them and the $3d$ electron. In this sense the $3s,3p$ charge shields the nucleus more effectively in the Z+1 atom. This outweighs penetration, and the rule underestimates $B^*$ in both elements.

## Part (d): what the core hole and the screening each do

**Question.** Repeat the balance (i) with the $3d$ energy of an atom that has no core hole, $2.02$ eV for Cu and $29.73$ eV for Ge, and (ii) for free ions that keep the valence shell $v_0$, for which the balance is $-8.61$ eV for Cu and $-30.99$ eV for Ge. Derive the relation between (ii) and the screened result, and interpret both comparisons.

**Answer.** (i) Without the L3 hole, the $3d$ energy is

$$B_0=E[Z;3d^9,v_1]-E[Z;3d^{10},v_0].$$

The resulting balances are

$$\Delta-B_0=21.15-2.02=19.13\ {\rm eV}\quad({\rm Cu}),$$
$$\Delta-B_0=32.77-29.73=3.04\ {\rm eV}\quad({\rm Ge}).$$

Germanium now appears open, which is wrong within the model. The missing energy is

$$B^*-B_0=13.36-2.02=11.34\ {\rm eV}\quad({\rm Cu}),$$
$$B^*-B_0=42.04-29.73=12.31\ {\rm eV}\quad({\rm Ge}).$$

In germanium the lifted electron enters $4p$ in both energies, and the difference is the effective repulsion of the two holes after the site has relaxed and been screened: the L3 hole binds the $3d$ electron more strongly. In copper the difference also contains a change of screening orbital. Without the L3 hole the electron enters $4s$; with it, $4s$ is already full and the electron must enter the higher $4p$ level. Placing the electron in $4p$ instead of $4s$ in the atom without a core hole costs about $4.9$ eV, a large part of the $11.34$ eV. This sharp choice between $4s$ and $4p$ is a feature of the neutral-atom model; in the metal the two form a common band. In copper the correction reduces a large surplus; in germanium it reverses the verdict.

(ii) For a free ion with valence shell $v_0$, the initial charge is $1+$ and the final charge is $2+$. The emitted electron must reach the vacuum level, taken as zero:

$$G_{\rm free}=E_A^{(1+)}-E_C^{(2+)} .$$

Let $S_1=E_A^{(1+)}-E_A$ be the energy released when one electron neutralizes the initial ion, and $S_2=E_C^{(2+)}-E_C$ the energy released when two electrons neutralize the final ion. Then

$$G=\left(E_A^{(1+)}-S_1\right)-\left(E_C^{(2+)}-S_2\right)=G_{\rm free}+S_2-S_1 .$$

For copper,

$$S_2-S_1=7.79-(-8.61)=16.40\ {\rm eV}.$$

Screening lowers the doubly charged final state by this much more than the singly charged initial state. That is enough to turn a closed channel into an open one. The word "metallic" in the question therefore matters: in the same model, the free copper ion cannot eject the $3d$ electron into the vacuum. This balance does not cover lifting the electron into an empty bound level of the ion. Such levels are discrete, so in general their energies do not match the energy released, and no emitted electron is available to carry off the difference.

For germanium,

$$S_2-S_1=-9.27-(-30.99)=21.72\ {\rm eV}.$$

The gain is larger than in copper, yet it does not cover the initial deficit of $30.99$ eV. Screening favours the decay in both elements but opens it in copper alone.

## Part (e): splitting of the two-hole configuration

**Question.** So far the final state has one average energy. The $2p$ and $3d$ holes interact, and this spreads the configuration into terms. Set up the problem, find the average of the interaction, and decide whether the most favourable term changes the verdict. The lowest and highest L3-like terms lie at $-1.73$ and $+2.42$ eV for Cu, and at $-2.54$ and $+3.28$ eV for Ge, relative to the mean of the L3-like group.

**Answer.** There are six $2p$ and ten $3d$ spin-orbitals, hence $6\times10=60$ two-hole states. Apart from a common constant, the Hamiltonian is

$$H=H_{\rm dir}(F^2)-H_{\rm ex}(G^1,G^3)-\zeta_p\,\mathbf l_p\cdot\mathbf s_p-\zeta_d\,\mathbf l_d\cdot\mathbf s_d ,$$

with Slater integrals $F^2,G^1,G^3$ between $2p$ and $3d$. Two holes repel like two electrons, so the Coulomb part keeps its sign. The spin-orbit terms change sign because a hole is a missing electron.

For the $2p$ hole, $\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-l(l+1)-s(s+1)]$ equals $\tfrac12$ for $j=\tfrac32$ and $-1$ for $j=\tfrac12$. The hole energies are $-\tfrac12\zeta_p$ and $+\zeta_p$. Thus the L3 hole is lower, and $\Delta=\tfrac32\zeta_p$. The L3-like group has $4\times10=40$ states, the L2-like group $20$.

The average of $H_{\rm dir}(F^2)$ vanishes, since a filled shell has no quadrupole moment. For exchange of multipole order $k$, the sum of the squared angular coefficients over all orbital $m$ values is

$$3\cdot5\begin{pmatrix}1&k&2\\0&0&0\end{pmatrix}^2 .$$

Exchange requires equal spins, which occurs for two of the four spin pairs. Dividing $2\cdot15(\ldots)^2$ by $60$ leaves half the squared $3j$ symbol. Its squares are $2/15$ for $k=1$ and $3/35$ for $k=3$, so

$$\langle H\rangle_{60}=-\frac{G^1}{15}-\frac{3G^3}{70}.$$

For Cu, $G^1=6.78$ and $G^3=3.87$ eV (the latter uncertain by $0.01$ eV from the radial grid) give $-0.45-0.17=-0.62$ eV. To first order the L3 group has the same mean: summing over all $3d$ spin-orbitals gives a closed-shell interaction, which is the same for every $2p$ spin-orbital. Mixing with the L2 group enters at second order.

I identify the spherical LDA energy with the mean of the L3-like group. This is an approximation, because a spin-averaged functional does not resolve terms. A term shifted by $s$ has final energy $E_C+s$, so

$$G_s=G-s .$$

For copper,

$$G_{\rm lowest}=7.79+1.73\approx9.5\ {\rm eV},\qquad G_{\rm highest}=7.79-2.42\approx5.4\ {\rm eV}.$$

Both ends are positive, so all L3-like terms are accessible. For germanium,

$$G_{\rm lowest}=-9.27+2.54\approx-6.7\ {\rm eV}.$$

Even the lowest term is out of reach, and the others are higher. With the same shift, the lowest term of the free copper ion has a balance of $-6.89$ eV and also remains closed. Coupling of the two holes to open valence shells has been omitted throughout.

## Part (f): strength and limits of the verdict

**Question.** How could the solid invalidate these conclusions? Explain the change from copper to germanium, and state what the sign of $G$ does and does not say about the L2 width.

**Answer.** Placing an atom in a solid changes its energy. Let $w_A$ and $w_C$ be these embedding energies for the initial and final sites. Then

$$G_{\rm solid}=(E_A+w_A)-(E_C+w_C)=G+w_A-w_C .$$

A common embedding energy cancels; the difference matters. To close the channel completely in copper, $w_C-w_A$ would have to exceed about $9.5$ eV, the margin of the lowest term. To open it in germanium, $w_A-w_C$ would have to exceed about $6.7$ eV. These are margins within the model, not error bars. Errors of the LDA, the omitted relativistic corrections, band formation and incomplete screening must fit inside them too. For scale, measured L2-L3 splittings are about $20$ eV in Cu and $31$ eV in Ge, and measured $3d$ binding energies are about $10$ eV in solid Zn and $42$ eV in solid As. The model inputs are thus off by 1 to 2 eV, which is inside the margins but far larger than the digits shown.

From copper to germanium the two sides of the condition change by

$$\delta\Delta=32.77-21.15=11.62\ {\rm eV},\qquad \delta B^*=42.04-13.36=28.68\ {\rm eV}.$$

The cost of a $3d$ hole beside the L3 hole grows by more than the $2p$ splitting does. Hence

$$\delta G=11.62-28.68=-17.06\ {\rm eV},$$

which carries $G$ from $7.79$ to $-9.27$ eV.

If $G>0$, the channel can add a partial rate to the other decay rates of the L2 hole. The L3 hole has no corresponding L3-to-L2 decay, since that would cost $\Delta$ rather than release it. An extra L2 width is therefore possible in copper, but its size depends on the Coulomb matrix element and the density of empty states, neither of which follows from $G$.

If $G_s<0$ for every L3-like term, as found here for germanium, this real transition is forbidden by energy conservation, apart from blurring of the threshold by finite lifetimes. A slightly negative $G$ alone would not be enough, since the lowest term could still be open. The result for germanium concerns the $3d$ channel; it does not exclude L2-L3 transitions that lift a less strongly bound valence electron. The numerical output lists the energies behind both verdicts.

## Calculated quantities

```
One-electron Z=29 2p splitting, basis: 32.9514 eV
One-electron Z=29 2p splitting, analytic: 32.9515 eV
Cu total energy, L2 hole: -1617.43393 hartree
Cu total energy, L3 hole: -1618.21116 hartree
Cu total energy, L3+3d holes: -1617.72016 hartree
Cu L2-L3 splitting, total energies: 21.15 eV
Cu L2-L3 splitting, half-hole eigenvalues: 21.15 eV
Cu 3d hole energy beside L3 hole: 13.36 eV
Cu same, eigenvalue integral: 13.36 eV
Cu 3d hole energy, Z+1 element: 12.37 eV
Cu same, eigenvalue integral: 12.37 eV
Cu 3d hole energy, element Z, no core hole: 2.02 eV
Cu 3d5/2 level, Z+1 minus L3-hole atom: 1.01 eV
Cu   part: penetration of the 2p shell: -0.69 eV
Cu   part: n=1,2 rearrangement: 0.44 eV
Cu   part: 3s,3p rearrangement: 2.37 eV
Cu   part: 3d,4s,4p rearrangement: -0.91 eV
Cu   part: exchange-correlation: -0.20 eV
Cu 4p level, Z+1 minus L3-hole atom: 0.02 eV
Cu G screened, two-hole calculation: 7.79 eV
Cu G screened, Z+1 rule: 8.78 eV
Cu G if the L3 hole is ignored: 19.13 eV
Cu G free ion, no screening electrons: -8.61 eV
Cu F2(2p,3d): 8.74 eV
Cu G1(2p,3d): 6.78 eV
Cu G3(2p,3d): 3.87 eV
Cu lowest L3 term relative to mean: -1.73 eV
Cu highest L3 term relative to mean: 2.42 eV
Cu G screened, lowest term: 9.51 eV
Cu G free ion, lowest term (same shift): -6.89 eV
Ge total energy, L2 hole: -2050.21447 hartree
Ge total energy, L3 hole: -2051.41887 hartree
Ge total energy, L3+3d holes: -2049.87384 hartree
Ge L2-L3 splitting, total energies: 32.77 eV
Ge L2-L3 splitting, half-hole eigenvalues: 32.77 eV
Ge 3d hole energy beside L3 hole: 42.04 eV
Ge same, eigenvalue integral: 42.04 eV
Ge 3d hole energy, Z+1 element: 40.21 eV
Ge same, eigenvalue integral: 40.21 eV
Ge 3d hole energy, element Z, no core hole: 29.73 eV
Ge 3d5/2 level, Z+1 minus L3-hole atom: 1.83 eV
Ge   part: penetration of the 2p shell: -0.99 eV
Ge   part: n=1,2 rearrangement: 0.57 eV
Ge   part: 3s,3p rearrangement: 2.64 eV
Ge   part: 3d,4s,4p rearrangement: -0.07 eV
Ge   part: exchange-correlation: -0.32 eV
Ge 4p level, Z+1 minus L3-hole atom: -0.01 eV
Ge G screened, two-hole calculation: -9.27 eV
Ge G screened, Z+1 rule: -7.44 eV
Ge G if the L3 hole is ignored: 3.04 eV
Ge G free ion, no screening electrons: -30.99 eV
Ge F2(2p,3d): 11.81 eV
Ge G1(2p,3d): 9.50 eV
Ge G3(2p,3d): 5.43 eV
Ge lowest L3 term relative to mean: -2.54 eV
Ge highest L3 term relative to mean: 3.28 eV
Ge G screened, lowest term: -6.72 eV
Ge G free ion, lowest term (same shift): -28.44 eV
```
